# Kinetic correlation energy of a single excitation in direct RPA

## Problem

A system has a non-degenerate Kohn-Sham ground state, and one excitation dominates its density response. The excitation has the non-interacting gap $D>0$ and the real transition density $\rho(\mathbf r)$. The Coulomb self-repulsion of this transition density is

$$
K=\iint \frac{\rho(\mathbf r)\,\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
$$

Treat the correlation in the direct random-phase approximation (RPA), in which the Hartree kernel alone couples the excitation to itself. Along the adiabatic connection the electron repulsion is multiplied by $\lambda$, with $0\le\lambda\le1$, while the density is held fixed.

(a) Find the correlation part $W_c(\lambda)$ of the adiabatic-connection integrand, and its value at full coupling.

(b) Find the RPA correlation energy $E_c$.

(c) Explain why $T_c=E_c-W_c(1)$ is a kinetic energy, compute it, and show that it is positive.

(d) Evaluate the three energies for $D=0.40$ hartree and $K=0.25$ hartree.

Atomic units are used, so $\hbar=1$ and energies and frequencies share one unit.

## Solution

### Conventions

The self-repulsion $K$ is positive. In Fourier space the Coulomb interaction is $4\pi/q^2$, so $K$ is an integral of $4\pi|\rho(\mathbf q)|^2/q^2$ with a positive weight, and it vanishes only if $\rho$ does.

For a closed-shell pair of real orbitals $i\to a$, the spin-up and spin-down excitations have the same gap and the same transition density $\varphi_i\varphi_a$. Their symmetric combination has $\rho=\sqrt2\,\varphi_i\varphi_a$, hence $K=2(ia|ia)$. The antisymmetric combination has zero total transition density. The Hartree kernel does not act on it, its frequency stays at $D$, and it adds nothing to the correlation energy. One excitation is therefore enough to describe the pair.

Because the density is fixed along the path, the Kohn-Sham potential, the orbitals, $D$ and $\rho$ do not depend on $\lambda$. Only the coupling changes, from $0$ to $K$, as $\lambda K$.

### What the integrand and the difference mean

Let $\Psi_\lambda$ be the ground state of $\hat T+\lambda\hat V_{ee}+\hat V_\lambda$, where the one-body potential $v_\lambda(\mathbf r)$ keeps the density equal to $n(\mathbf r)$. Let $E_\lambda$ be its energy, and remove the energy of the one-body potential:

$$
F_\lambda=E_\lambda-\int v_\lambda n\,d\mathbf r=\langle\Psi_\lambda|\hat T+\lambda\hat V_{ee}|\Psi_\lambda\rangle .
$$

The Hellmann-Feynman theorem gives $dE_\lambda/d\lambda=\langle\hat V_{ee}\rangle_\lambda+\int (dv_\lambda/d\lambda)\,n\,d\mathbf r$. Since $n$ is fixed, the last term cancels in the derivative of $F_\lambda$, and

$$
\frac{dF_\lambda}{d\lambda}=\langle\hat V_{ee}\rangle_\lambda .
$$

At $\lambda=0$ the state is the Kohn-Sham determinant and $F_0=T_s$. The correlation energy is what remains of $F_1$ after $T_s$ and the repulsion energy of the determinant (Hartree plus exchange) are removed:

$$
E_c=F_1-T_s-\langle\hat V_{ee}\rangle_0=\int_0^1W_c(\lambda)\,d\lambda,\qquad
W_c(\lambda)=\langle\hat V_{ee}\rangle_\lambda-\langle\hat V_{ee}\rangle_0 .
$$

Inserting $F_1=\langle\hat T\rangle_1+\langle\hat V_{ee}\rangle_1$ into the first form gives

$$
E_c=\big[\langle\hat T\rangle_1-T_s\big]+W_c(1).
$$

The bracket is the kinetic correlation energy, so $T_c=E_c-W_c(1)$. In the exact theory it cannot be negative, because $T_s$ is the lowest kinetic energy of any wavefunction with density $n$ (for a density whose Kohn-Sham ground state is a determinant, as assumed here). RPA replaces $W_c(\lambda)$ by an approximation, and the sign of the resulting $T_c$ has to be shown separately.

### (a) The integrand

The integrand follows from the density response. With the density operator $\hat n$ and its fluctuation $\delta\hat n=\hat n-n$,

$$
\langle\hat V_{ee}\rangle_\lambda=\frac12\iint\frac{\langle\hat n(\mathbf r)\hat n(\mathbf r')\rangle_\lambda-\delta(\mathbf r-\mathbf r')n(\mathbf r)}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
$$

The delta term removes the interaction of each electron with itself. It depends on $n$ alone, as does the product $n(\mathbf r)n(\mathbf r')$ contained in $\langle\hat n\hat n\rangle$, so both cancel between $\lambda$ and $0$. The difference of the fluctuations $\langle\delta\hat n\,\delta\hat n\rangle$ remains.

For excitations $m$ with frequencies $\Omega_m$ and real transition densities $\rho_m$, the response at imaginary frequency is

$$
\chi(\mathbf r,\mathbf r';i\omega)=-\sum_m\frac{2\Omega_m}{\Omega_m^2+\omega^2}\,\rho_m(\mathbf r)\rho_m(\mathbf r').
$$

Since $\int_0^\infty 2\Omega_m/(\Omega_m^2+\omega^2)\,d\omega=\pi$, integration over $\omega$ gives $-\pi\sum_m\rho_m\rho_m$. Inserting a complete set of states shows that $\langle\delta\hat n(\mathbf r)\delta\hat n(\mathbf r')\rangle=\sum_m\rho_m(\mathbf r)\rho_m(\mathbf r')$. Therefore

$$
W_c(\lambda)=-\frac1{2\pi}\int_0^\infty d\omega\iint\frac{\chi_\lambda-\chi_0}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
$$

This is the fluctuation-dissipation theorem in the form needed here. The RPA enters through $\chi_\lambda$.

With one excitation, write $\chi_\lambda(\mathbf r,\mathbf r';i\omega)=X_\lambda(\omega)\rho(\mathbf r)\rho(\mathbf r')$. The non-interacting factor is

$$
X_0=-\frac{2D}{D^2+\omega^2}.
$$

The RPA Dyson equation is $\chi_\lambda=\chi_0+\chi_0\,\lambda v\,\chi_\lambda$, where $v$ is the Coulomb interaction and products imply integration over space. The inner integrals produce $\iint\rho v\rho=K$, so the equation becomes $X_\lambda=X_0+\lambda KX_0X_\lambda$. Solving it and multiplying numerator and denominator by $D^2+\omega^2$,

$$
X_\lambda=\frac{X_0}{1-\lambda KX_0}=-\frac{2D}{D^2+2\lambda DK+\omega^2}=-\frac{2D}{\Omega_\lambda^2+\omega^2},
\qquad
\Omega_\lambda=\sqrt{D^2+2\lambda DK}.
$$

The repulsion raises the excitation frequency from $D$ to $\Omega_\lambda$. The numerator stays at $2D$, so the strength of the density fluctuation falls by the factor $D/\Omega_\lambda$.

The spatial integrals in $W_c$ give another factor $K$. With $\int_0^\infty d\omega/(a^2+\omega^2)=\pi/(2a)$,

$$
W_c(\lambda)=-\frac K{2\pi}\left(-\frac{\pi D}{\Omega_\lambda}+\pi\right)
=\frac K2\left(\frac D{\Omega_\lambda}-1\right).
$$

At full coupling, with $\Omega=\Omega_1=\sqrt{D^2+2DK}$,

$$
\boxed{W_c(1)=\frac K2\left(\frac D\Omega-1\right)}
$$

It is negative because $\Omega>D$: the electrons lower their repulsion by suppressing the density fluctuation.

### (b) The correlation energy

Differentiating $\Omega_\lambda^2=D^2+2\lambda DK$ gives $2\Omega_\lambda\,d\Omega_\lambda/d\lambda=2DK$, so

$$
\frac{d\Omega_\lambda}{d\lambda}=\frac{DK}{\Omega_\lambda}.
$$

The first term of $W_c(\lambda)$ is half this derivative, and the integral is immediate:

$$
E_c=\int_0^1\left(\frac12\frac{d\Omega_\lambda}{d\lambda}-\frac K2\right)d\lambda,
\qquad
\boxed{E_c=\frac12(\Omega-D-K)}
$$

The lower limit contributes $-D/2$ because $\Omega_0=D$. The matrix form of direct RPA gives the same energy. There $A=D+K$ and $B=K$, the frequency is $\sqrt{(A-B)(A+B)}=\sqrt{D(D+2K)}=\Omega$, and the correlation energy is $\frac12(\Omega-A)$.

### (c) The kinetic correlation energy and its sign

The signs become visible when $K$ is eliminated. From $\Omega^2=D^2+2DK$,

$$
K=\frac{\Omega^2-D^2}{2D}=\frac{(\Omega-D)(\Omega+D)}{2D}.
$$

The correlation energy becomes

$$
E_c=\frac{\Omega-D}2\left(1-\frac{\Omega+D}{2D}\right)
=\frac{\Omega-D}2\cdot\frac{D-\Omega}{2D}
=-\frac{(\Omega-D)^2}{4D},
$$

and the integrand at full coupling becomes

$$
W_c(1)=\frac K2\cdot\frac{D-\Omega}\Omega
=-\frac{(\Omega-D)^2(\Omega+D)}{4D\Omega}.
$$

Subtract, taking out the common factor:

$$
T_c=E_c-W_c(1)=\frac{(\Omega-D)^2}{4D}\left(\frac{\Omega+D}\Omega-1\right)
=\frac{(\Omega-D)^2}{4D}\cdot\frac D\Omega .
$$

Hence

$$
\boxed{T_c=\frac{(\Omega-D)^2}{4\Omega}>0}
$$

The numerator is a square and $\Omega$ is positive. The square vanishes only for $\Omega=D$, that is, for $K=0$.

**The sign from the slope.** Differentiating the integrand gives

$$
\frac{dW_c}{d\lambda}=-\frac{KD}{2\Omega_\lambda^2}\,\frac{d\Omega_\lambda}{d\lambda}
=-\frac{D^2K^2}{2\Omega_\lambda^3}<0 .
$$

Integration by parts turns $E_c$ into $W_c(1)-\int_0^1\lambda\,(dW_c/d\lambda)\,d\lambda$, so

$$
T_c=-\int_0^1\lambda\,\frac{dW_c}{d\lambda}\,d\lambda>0 .
$$

A falling integrand ends below its own average over $\lambda$. That average is $E_c$, and $T_c$ is the distance between the two.

**The sign from an oscillator.** RPA treats the excitation as a boson. Let $b^\dagger$ create it, and let $b+b^\dagger$ represent the amplitude of the density fluctuation. At full coupling

$$
H=D\,b^\dagger b+\frac K2(b+b^\dagger)^2 .
$$

With $x=(b+b^\dagger)/\sqrt2$ and $p=(b-b^\dagger)/(i\sqrt2)$ one has $b^\dagger b=\frac12(x^2+p^2-1)$ and $(b+b^\dagger)^2=2x^2$, so

$$
H=\frac D2\,p^2+\frac{D+2K}2\,x^2-\frac D2 .
$$

This is a harmonic oscillator of frequency $\sqrt{D(D+2K)}=\Omega$, with ground-state energy $\frac12(\Omega-D)$. Subtracting the first-order energy $K/2$, which is the expectation of the coupling in the uncoupled ground state, returns $E_c$.

In the ground state the two quadratic terms share the zero-point energy equally, $\Omega/4$ each. Using $D+2K=\Omega^2/D$,

$$
\langle p^2\rangle=\frac\Omega{2D},\qquad \langle x^2\rangle=\frac D{2\Omega}.
$$

The change of the coupling energy is $\frac K2(2\langle x^2\rangle-1)=W_c(1)$, and the remaining part of $E_c$ is

$$
D\langle b^\dagger b\rangle=\frac D2\left(\frac\Omega{2D}+\frac D{2\Omega}-1\right)
=\frac{(\Omega-D)^2}{4\Omega}=T_c .
$$

The term $D\,b^\dagger b$ stands for the excess of the Kohn-Sham energy over its ground-state value. At fixed density the potential part of that energy does not change, so the excess is kinetic. The repulsion narrows the distribution of $x$ from $\langle x^2\rangle=\frac12$ to $D/(2\Omega)$. The price is a wider distribution of $p$ and a non-zero mean number of virtual excitations, each costing $D$. A positive gap times a positive mean number gives a positive $T_c$.

### Limits and conditions

The net gain $|E_c|=|W_c(1)|-T_c$ is what remains after the kinetic cost has been paid. Dividing the factored forms shows that the fraction of the gain in repulsion paid back as kinetic energy is $T_c/|W_c(1)|=D/(\Omega+D)$, and that the kinetic cost compares with the net gain as

$$
\frac{T_c}{|E_c|}=\frac D\Omega=\frac1{\sqrt{1+2K/D}} .
$$

For $K\ll D$, $\Omega-D\approx K$, and to leading order

$$
E_c\approx-\frac{K^2}{4D},\qquad W_c(1)\approx-\frac{K^2}{2D},\qquad T_c\approx\frac{K^2}{4D}.
$$

The integrand is then a straight line in $\lambda$, its average is half its end value, and half of the gain in repulsion is paid back as kinetic energy.

For $K\gg D$, $\Omega\approx\sqrt{2DK}$. The correlation energy approaches $-K/2$ in leading order, while $T_c\approx\sqrt{2DK}/4$ grows only as the square root of $K$. Most of the gain in repulsion is then kept. The unbounded growth of $T_c$ belongs to the boson treatment: the mean number $\langle b^\dagger b\rangle=T_c/D$ grows without limit, while a pair of electrons can hold at most two excitations. For two electrons on two equivalent sites with gap $D$ and on-site repulsion $K$, the exact ground-state energy is $K/2-\sqrt{K^2/4+D^2}$, and the exact kinetic correlation energy is $D\,[1-D/\sqrt{K^2/4+D^2}]$. It stays below $D$ for any $K$, and for $K\ll D$ it is $K^2/(8D)$, half the RPA value.

The algebra also holds for a formal coupling $-D/2<K<0$, where $\Omega$ is real and positive, and $T_c$ is still positive. At $K=-D/2$ the frequency reaches zero, $T_c$ diverges, and the ground state is unstable. The positive self-repulsion of direct RPA does not reach this point.

Two restrictions concern the use of the result. With several excitations, the Hartree kernel also couples different transition densities, and the formulas cannot in general be applied to each excitation separately. The premise of one dominant excitation is itself restrictive. In H$_2$ at its equilibrium bond length the lowest excitation alone gives only about a tenth of the direct-RPA correlation energy (9 to 14 % with PBE orbitals in triple- and double-zeta bases). At 2.5 Å it gives about 80 % of $E_c$ but only about half of $T_c$. A positive $T_c$ is also no proof of accuracy. For a single electron the exact correlation energy and its kinetic part are zero, yet direct RPA gives $K>0$ and hence $T_c>0$, because the Hartree kernel lets the electron interact with itself.

### (d) Numerical values

The parameters $D=0.40$ hartree and $K=0.25$ hartree are round model values. The frequency follows from

$$
\Omega^2=0.40^2+2(0.40)(0.25)=0.36\ \text{hartree}^2,\qquad \Omega=0.60\ \text{hartree}.
$$

The three energies, in hartree, are

$$
W_c(1)=\frac{0.25}2\left(\frac{0.40}{0.60}-1\right)=-0.04167,
$$

$$
E_c=\frac12(0.60-0.40-0.25)=-0.02500,
$$

$$
T_c=\frac{(0.60-0.40)^2}{4(0.60)}=0.01667 .
$$

The difference $-0.02500+0.04167=0.01667$ agrees with the last line. In electronvolts, $W_c(1)=-1.134$ eV, $E_c=-0.680$ eV and $T_c=0.454$ eV. The kinetic cost is two thirds as large as the net gain $|E_c|$, in agreement with $D/\Omega=0.40/0.60$.

The integrand along the path is:

| $\lambda$ | $W_c(\lambda)$ (hartree) |
|---|---|
| 0 | 0 |
| 0.25 | −0.01589 |
| 0.50 | −0.02694 |
| 0.75 | −0.03520 |
| 1 | −0.04167 |

It falls throughout, but ever more slowly: its slope is $-0.0781$ hartree at $\lambda=0$ and $-0.0231$ hartree at $\lambda=1$. The factor $\Omega_\lambda^{-3}$ in the slope is the cause, since the frequency rises with $\lambda$. The curve therefore lies below the straight line between its end points, and $E_c=-0.0250$ hartree is lower than half of $W_c(1)$, which is $-0.0208$ hartree.

The weak-coupling estimate $K^2/(4D)=0.0391$ hartree is well above both $|E_c|$ and $T_c$. Here $K/D=0.625$, which is not small.

Diagonalizing the boson Hamiltonian in a number basis reproduces the three energies to the printed digits. The mean number of virtual excitations is $\langle b^\dagger b\rangle=0.0417$, so the ground state is only weakly mixed. This number has the same digits as $|W_c(1)|$ in hartree because $|W_c(1)|=(\Omega+D)\langle b^\dagger b\rangle$ and $\Omega+D$ happens to be $1.00$ hartree.

A scan of $K$ at $D=0.40$ hartree shows the passage between the two limits:

| $K$ (hartree) | $E_c$ (hartree) | $T_c$ (hartree) | $T_c/\lvert E_c\rvert$ |
|---|---|---|---|
| 0.05 | −0.00139 | 0.00125 | 0.894 |
| 0.25 | −0.02500 | 0.01667 | 0.667 |
| 1.00 | −0.2101 | 0.0858 | 0.408 |
| 5.00 | −1.680 | 0.330 | 0.196 |

The kinetic correlation energy grows with $K$ in every row, while its ratio to $|E_c|$ falls.

## Numbers as computed

```
gap D = 0.40 hartree
coupling K = 0.25 hartree
Omega squared = 0.3600 hartree^2
RPA frequency Omega = 0.6000 hartree
lambda = 0.00: Omega_lambda = 0.400000 hartree, W_c = 0.000000 hartree
lambda = 0.25: Omega_lambda = 0.458258 hartree, W_c = -0.015891 hartree
lambda = 0.50: Omega_lambda = 0.509902 hartree, W_c = -0.026942 hartree
lambda = 0.75: Omega_lambda = 0.556776 hartree, W_c = -0.035197 hartree
lambda = 1.00: Omega_lambda = 0.600000 hartree, W_c = -0.041667 hartree
slope of W_c at lambda=0: -0.078125 hartree
slope of W_c at lambda=1: -0.023148 hartree
W_c(1) = -0.041667 hartree = -1.1338 eV
E_c = -0.025000 hartree = -0.6803 eV
T_c = 0.016667 hartree = 0.4535 eV
E_c - W_c(1) = 0.016667 hartree
T_c/|E_c| = 0.666667 (no unit)
boson diagonalization: E_c = -0.025000 hartree
boson diagonalization: W_c(1) = -0.041667 hartree
boson diagonalization: D<b+b> = 0.016667 hartree
mean boson number <b+b> = 0.041667 (no unit)
weak-coupling estimate K^2/(4D) = 0.039062 hartree
scan at D = 0.40 hartree:
K = 0.05 hartree: E_c = -0.001393 hartree, T_c = 0.001246 hartree, T_c/|E_c| = 0.8944
K = 0.25 hartree: E_c = -0.025000 hartree, T_c = 0.016667 hartree, T_c/|E_c| = 0.6667
K = 1.00 hartree: E_c = -0.210102 hartree, T_c = 0.085774 hartree, T_c/|E_c| = 0.4082
K = 5.00 hartree: E_c = -1.680196 hartree, T_c = 0.329514 hartree, T_c/|E_c| = 0.1961
```
